# Recovering a mean-free-path accumulation curve by constrained convex inversion

## Result

Let \(F(\Lambda)\) be the fraction of a solid's bulk thermal conductivity \(\kappa\) carried by phonons with mean free path at most \(\Lambda\). Suppose that effective conductivities \(\kappa_i\) have been measured in sinusoidal thermal gratings of periods \(L_i\), \(i=1,\dots,N\). Put \(q_i=2\pi/L_i\), \(y_i=\kappa_i/\kappa\) and \(u=\ln(\Lambda/\mu\mathrm m)\), and let \(\sigma\) be the measurement noise divided by \(\kappa\). The estimate of \(F\) is the unique minimiser of

\[
J=\frac{1}{\sigma^2}\sum_i\Big[\int S(q_i\Lambda)\,dF-y_i\Big]^2+\alpha\int (F'')^2du,\qquad
S(\eta)=\frac{3}{\eta^2}\Big(1-\frac{\arctan\eta}{\eta}\Big),
\]

discretised on a grid in \(u\), with \(F\) non-decreasing, 0 at the lower end of a chosen window and 1 at the upper end. Primes on \(F\) denote \(d/du\).

The resolution is limited by the physics. A ripple of log-frequency \(\omega\) in \(F(u)\) reaches the data multiplied by

\[
|\hat K(\omega)|=\frac{3}{\sqrt{9+\omega^2}}\;\frac{\pi\omega/2}{\sinh(\pi\omega/2)},
\]

which falls as \(3\pi e^{-\pi\omega/2}\) at large \(\omega\). Resolvable frequency therefore grows roughly as the logarithm of the signal-to-noise ratio.

## The forward model

Consider an isotropic solid with relaxation-time scattering. A family of modes has heat capacity \(C\), speed \(v\), relaxation time \(\tau\) and \(\Lambda=v\tau\). Let \(\mu\) be the cosine between the velocity and the grating axis, and \(g(\mu)e^{iqx}\) the excess energy density, normalised so that its mean \(\frac12\int_{-1}^1 g\,d\mu\) is the family's energy. With temperature deviation \(\theta e^{iqx}\),

\[
\partial_t g+iqv\mu\,g=\frac{C\theta-g}{\tau}.
\]

If the grating decays at a rate \(\Gamma\) with \(\Gamma\tau\ll1\), the time derivative is negligible beside \(g/\tau\). With \(\eta=q\Lambda\),

\[
g=\frac{C\theta}{1+i\eta\mu}=C\theta\,\frac{1-i\eta\mu}{1+\eta^2\mu^2}.
\]

The even part of \(g\) carries no flux, so the flux amplitude is

\[
\frac12\int_{-1}^{1}v\mu\,g\,d\mu=-iCv\theta\,\eta\int_0^1\frac{\mu^2d\mu}{1+\eta^2\mu^2}.
\]

Fourier's law would give \(-iq\theta\,\kappa_{\rm fam}\), where \(\kappa_{\rm fam}=Cv\Lambda/3\) is the family's bulk contribution. Dividing the flux by \(-iq\theta\,\kappa_{\rm fam}\) and using \(\eta=q\Lambda\) gives the suppression factor

\[
S(\eta)=3\int_0^1\frac{\mu^2d\mu}{1+\eta^2\mu^2}
=\frac{3}{\eta^2}\int_0^1\Big(1-\frac{1}{1+\eta^2\mu^2}\Big)d\mu ,
\]

and the last integral yields the closed form above.

Collisions conserve the total energy, so summing the transport equation over families leaves the rate of change of energy balanced by the total flux. The energy of one family is \(C\theta\arctan(\eta)/\eta\). If long-path modes hold little of the total heat capacity \(C_{\rm tot}\), the sum is close to \(C_{\rm tot}\theta\), and the decay rate is \(\Gamma=q^2\kappa_{\rm eff}/C_{\rm tot}\) with

\[
\frac{\kappa_{\rm eff}}{\kappa}=\int S(q\Lambda)\,dF(\Lambda).
\]

The formula relies on two linked conditions: slow decay compared with every relevant scattering rate, and a reservoir of short-path modes. If modes with \(\eta\) of order one or more hold much of the heat capacity, their own flux makes the decay rate a sizeable fraction of their scattering rate, and the formula becomes inaccurate. A test case has two populations of equal conductivity, the long-path one with a thousandth of the other's heat capacity. At \(\eta=3\) for the long paths, the slowest eigenvalue of the time-dependent equation gives \(\kappa_{\rm eff}/\kappa=0.5978\), and the formula gives 0.5973. The 0.1% relative difference measures the approximations in that case, not in general.

Two limits show what the data can say. For \(\eta\ll1\), expanding the integrand gives \(S\simeq1-3\eta^2/5\). Paths much shorter than every period then enter through their total share and, at the next order, through the single number \(\int\Lambda^2dF\) taken over them. For \(\eta\gg1\), \(S\simeq3/\eta^2\), and very long paths enter through \(\int\Lambda^{-2}dF\). In neither region can so few numbers fix the shape of a curve.

## How much detail survives

Write \(s=\ln(q\,\mu\mathrm m)\), so that \(\ln\eta=u+s\). Integrating by parts, with \(F\to0\) at the lower limit and \(S\to0\) at the upper one,

\[
y(s)=\int S(e^{u+s})F'(u)\,du=\int K(u+s)F(u)\,du,\qquad K(t)=-\frac{d}{dt}S(e^t).
\]

The kernel is a positive bump of area \(S(0)-S(\infty)=1\). Its Fourier transform is

\[
\hat K(\omega)=\int K(t)e^{-i\omega t}dt=\int_0^\infty[-S'(\eta)]\,\eta^{-i\omega}d\eta ,
\]

where \(S'\) is the derivative with respect to \(\eta\). Let \(b(x)=1/(1+x^2)\), so that \(S(\eta)=3\int_0^1\mu^2b(\eta\mu)d\mu\). Differentiation brings out another factor \(\mu\). Substituting \(x=\eta\mu\) then gives \(d\eta=dx/\mu\) and \(\eta^{-i\omega}=x^{-i\omega}\mu^{i\omega}\), and the integrals separate:

\[
\hat K(\omega)=3\int_0^1\mu^{2+i\omega}d\mu\int_0^\infty\frac{2x\,x^{-i\omega}}{(1+x^2)^2}dx .
\]

The first part is \(3/(3+i\omega)\). In the second, \(w=x^2\) produces a beta integral:

\[
\int_0^\infty\frac{w^{-i\omega/2}}{(1+w)^2}dw=\Gamma_{\rm E}\big(1-\tfrac{i\omega}2\big)\Gamma_{\rm E}\big(1+\tfrac{i\omega}2\big)=\frac{\pi\omega/2}{\sinh(\pi\omega/2)} .
\]

Here \(\Gamma_{\rm E}\) is Euler's gamma function, and the last step is its reflection formula \(\Gamma_{\rm E}(1+z)\Gamma_{\rm E}(1-z)=\pi z/\sin\pi z\) at \(z=i\omega/2\). Taking the modulus proves the damping law. Direct quadrature confirms it: \(|\hat K|\) is 0.648, 0.226 and 0.0141 at \(\omega=1,2,4\).

Now add a ripple \(a\sin(\omega u+\varphi)\) to \(F\). Each datum changes by \(a|\hat K|\) times a sine whose phase depends on \(s_i\). Averaging the squared sine over \(\varphi\) gives \(\tfrac12\), so the squared distance between the two data sets, in units of the noise, is

\[
\Delta\chi^2=\frac{N a^2|\hat K(\omega)|^2}{2\sigma^2}.
\]

Monotonicity bounds the amplitude. On a background of slope \(\rho\), the total slope \(\rho+a\omega\cos(\omega u+\varphi)\) stays non-negative only if \(a\le\rho/\omega\). Take this largest ripple and require \(\Delta\chi^2=9\), a separation of three noise standard deviations:

\[
\frac{|\hat K(\omega_c)|}{\omega_c}=\frac{\sigma}{\rho}\sqrt{\frac{18}{N}} .
\]

For \(N=12\) periods from 0.5 to 200 µm, take \(\rho=1/\ln400=0.167\), the slope of a curve that rises uniformly over a factor of 400 in \(\Lambda\), and ignore the ends of the ramp. With \(\sigma=0.01\) the right side is \(0.0599\times1.225=0.073\), and \(\omega_c=2.25\). One ripple period then spans a factor \(e^{2\pi/2.25}\approx16\) in mean free path. Ten times less noise gives \(\omega_c=3.58\) and a factor of about 5.8. These values hold for a ripple that continues well beyond the range seen by the data. On a finite ramp, fixing \(F\) at 0 and 1 at the ends adds slower variations, which are damped less and can make the two curves much easier to distinguish: for a ramp over a factor of 400 starting at 0.08 or 0.5 µm, the largest ripple at \(\omega=2.25\) with \(\sigma=0.01\) gives \(\Delta\chi^2\) between about 30 and 400, depending on its phase, instead of 9. Thus \(\omega_c\) sets a scale for fine detail, not a limit for every shape.

## Discretisation and constraints

Divide the window into \(n\) cells of width \(h\) in \(u\), and let \(F\) be linear in each, with increment \(p_j\). Then \(dF=(p_j/h)du\) in cell \(j\), and the model becomes \(y=Ap\) with

\[
A_{ij}=\frac1h\int_{\text{cell }j}S(q_ie^u)\,du .
\]

Monotonicity means \(p_j\ge0\). Starting from \(F=0\), the upper endpoint condition is \(\sum_jp_j=1\). Together they confine \(p\) to a simplex and imply \(0\le F\le1\).

At a node, \(F''\simeq(p_{j+1}-p_j)/h^2\). Outside the window \(F\) is flat, so \(p_0=p_{n+1}=0\). The penalty is

\[
\alpha h\sum_{j=0}^{n}\Big(\frac{p_{j+1}-p_j}{h^2}\Big)^2=\alpha|Rp|^2 .
\]

If \(Rp=0\), the first difference gives \(p_1=0\), the next \(p_2=p_1=0\), and so on. Thus \(R\) has full column rank, \(J\) is strictly convex for \(\alpha>0\), and its minimiser on the simplex is unique. Uniqueness does not mean that the data determine every part of the curve: the penalty and the window supply what is missing.

## Solving the problem and certifying the answer

Let \(\mathbf 1\) be the vector of ones. On the simplex \(\mathbf 1^Tp=1\), hence \(Ap-y=(A-y\mathbf 1^T)p\). Stacking the rows \((A-y\mathbf 1^T)/\sigma\) and \(\sqrt\alpha R\) into a matrix \(B\) gives \(J=|Bp|^2\). Consider instead

\[
\min_{z\ge0}\;|Bz|^2+c^2(\mathbf 1^Tz-1)^2,\qquad c>0 .
\]

Write \(z=tp\) with \(p\) on the simplex and \(t\ge0\). The objective is \(t^2J(p)+c^2(t-1)^2\). Its derivative in \(t\) vanishes at \(t=c^2/(c^2+J)\), where its value is

\[
\frac{c^4J+c^2J^2}{(c^2+J)^2}=\frac{c^2J}{c^2+J}.
\]

This increases with \(J\), since its derivative is \(c^4/(c^2+J)^2>0\). The minimising \(z\) therefore points along the minimising \(p\), and \(p=z/\sum_jz_j\) solves the original problem for any positive \(c\). The sum constraint has been removed without approximation.

With \(H=B^TB+c^2\mathbf 1\mathbf 1^T\) and \(f=c^2\mathbf 1\), the optimality conditions are

\[
z\ge0,\qquad r=Hz-f\ge0,\qquad z_jr_j=0 .
\]

The algorithm is as follows.

1. Start with every index free.
2. Solve \(Hz=f\) on the free indices, set the other \(z_j\) to zero, and compute \(r\).
3. Mark free indices with \(z_j<0\) and fixed indices with \(r_j<0\), apart from rounding tolerances. If there are none, stop.
4. Exchange all marked indices between the two sets and return to step 2. If the number marked has not reached a new minimum after a few attempts, exchange only the marked index of highest number until it does.

The last rule guards against cycling. Correctness can be checked afterwards without relying on the pivoting. Convexity gives, for every \(p'\) on the simplex,

\[
J(p')\ge J(p)+\nabla J(p)\cdot(p'-p)\ge J(p)-\Big[p\cdot\nabla J-\min_j\partial_jJ\Big],
\]

because \(p'\cdot\nabla J\) is a weighted mean of the components and cannot lie below the smallest. The bracket bounds the excess of \(J(p)\) over its minimum. The largest bracket in all the inversions reported here was about \(2\times10^{-10}\), compared with misfits of order 10.

## Bias and noise

The effect of \(\alpha\) can be derived in an idealised case: data spread uniformly and densely over an unlimited range of \(s\), with \(m\) data per unit of \(s\), and inactive inequality constraints. A component \(f e^{i\omega u}\) of \(F\) produces \(\hat K^*f e^{-i\omega s}\). If the measured component is \(d\), the estimate minimises

\[
\frac{m}{\sigma^2}|\hat K^*f-d|^2+\alpha\omega^4|f|^2 .
\]

Setting the derivative with respect to \(f^*\) to zero, and writing \(d=\hat K^*f_{\rm true}+e\) with noise component \(e\),

\[
f=\frac{|\hat K|^2f_{\rm true}+\hat K e}{|\hat K|^2+\beta\omega^4},\qquad \beta=\frac{\alpha\sigma^2}{m}.
\]

The first term shows the bias: high frequencies are removed and features broaden. The second shows the noise: as \(\alpha\to0\) it becomes \(e/\hat K^*\), which grows exponentially with \(\omega\). Increasing \(\alpha\) exchanges noise for bias.

For \(\alpha=100\), \(\sigma=0.01\) and \(m\approx12/\ln400\approx2.0\), \(\beta\approx0.005\). At \(\omega=1\) the transmitted fraction is \(0.419/(0.419+0.005)\approx0.99\). At \(\omega=2\) it is \(0.051/(0.051+0.080)\approx0.39\). This filter is a guide to the finite, constrained problem, not its precise response.

## A synthetic measurement

Take a model solid with \(\kappa=100\) W/(m K), noise of 1 W/(m K), and the twelve periods above, spaced logarithmically. The hidden curve has 60% of the conductivity in a log-normal population with median 0.5 µm and 40% in one with median 10 µm, each of width 0.8 in \(u\). The window runs from 0.01 to 1000 µm in 80 cells.

The synthetic data come from a separate fine quadrature over the populations, with the same suppression factor \(S\). The example therefore tests the inversion, not the forward model. In a real solid both conditions of the forward model must be checked. Take \(C_{\rm tot}=1.63\times10^6\) J/(m³ K), with the heat capacity not held by the two populations in a short-path reservoir. At \(v=6000\) m/s the populations hold 5% of it, \(\Gamma\tau\approx1\) for 10 µm paths at \(L=0.5\) µm, and the time-dependent equation gives \(\kappa_{\rm eff}\) up to 0.7 W/(m K) above the formula. At \(v=3000\) m/s the excess reaches 1.3 W/(m K) and shifts the recovered \(F\) at 0.3 µm by 0.017, as much as the errors reported below. The factor \(S\) also assumes a bulk sample without boundary scattering. Putting the true curve on the inversion grid changes the conductivities by at most 0.017 W/(m K), far below the noise.

A hand estimate checks the scale at \(L=200\) µm. At the two medians \(\eta=0.0157\) and 0.314, for which \(S\approx1.000\) and 0.945. If each population had one path, the result would be \(60+40\times0.945\approx97.8\) W/(m K). The widths of the populations lower it to 95.5 W/(m K).

The parameter \(\alpha\) was chosen on three other curves, each a single log-normal population, with 20 noise draws per curve. The score was the mean over draws of the largest absolute error in \(F\). It was 0.132 at \(\alpha=0.01\), 0.020 at 100 and 0.088 at \(10^4\), with its minimum among the trial values at 100. That value was then frozen. On the unseen two-population curve, the score over 200 draws was 0.031.

| \(\Lambda\) (µm) | true \(F\) | mean recovered | scatter |
|---:|---:|---:|---:|
| 0.3 | 0.157 | 0.174 | 0.009 |
| 1 | 0.485 | 0.461 | 0.010 |
| 3 | 0.619 | 0.632 | 0.010 |
| 10 | 0.800 | 0.803 | 0.011 |
| 30 | 0.966 | 0.957 | 0.010 |

At 1 µm the bias is \(0.461-0.485=-0.024\), more than twice the scatter. Repeating the measurement and quoting the scatter would therefore understate the error. The signs fit the broadening derived above: around the population at 0.5 µm, the recovered curve is too high below the median and too low above it.

The mean misfit was 9.4 for 12 data. A good fit does not reveal this bias, because the missing detail is what the forward model damps.

With weak smoothing the constraints make a large difference. At \(\alpha=0.01\), over 50 draws, the mean largest error was 0.125 with them and 1.7 without them. The latter exceeds the whole range of \(F\).

## Tests of resolution and of the assumptions

A single mean free path makes \(F\) a step. For noise-free data from steps at 0.3, 3 and 30 µm, the recovered medians are 0.298, 3.00 and 31.1 µm. The recovered curve takes a factor of 4.2 to 5.1 in \(\Lambda\) to rise from 0.1 to 0.9. Widening the window to 0.001–10000 µm leaves these medians unchanged to the printed digits.

A step at 0.02 µm behaves differently. Its median is recovered as 0.027 µm in the first window and 0.009 µm in the second. Even for the shortest period \(\eta=0.25\), close to the limit in which one moment is measured. The location is then supplied largely by the window and the penalty.

The next test uses two equal populations, each with a single path, centred logarithmically on 2 µm. The control is one log-normal population with the same mean and variance in \(u\). Two peaks count as resolved if the smaller exceeds a quarter of the larger and the valley falls below half the smaller. Each rate is from 50 noise draws.

| path ratio | \(\Delta\chi^2\), pair against control | pairs resolved |
|---:|---:|---:|
| 3 | 1.1 | 0% |
| 10 | 73 | 0% |
| 30 | 359 | 100% |
| 100 | 914 | 100% |

The control never met this criterion in these draws. At ratio 3 the two data sets differ by about one noise standard deviation, so the data hardly distinguish the pair from this control. At ratio 10 they differ clearly, yet the valley between the recovered peaks is too shallow to meet the criterion. Being distinguishable from this control does not exclude every other single-peaked curve. By this criterion the two-peak resolution for this design at \(\alpha=100\) lies between ratios 10 and 30, but the figure depends on \(\alpha\), which was tuned on single-peaked curves. At \(\alpha=10\) the pair of ratio 10 met the criterion in all of 30 draws and its control in none, so the failure at ratio 10 comes from the smoothing. A single recovered peak is not evidence for a single population.

The upper endpoint condition also relies on the bulk value. If \(\kappa\) is taken 5% too high, every \(y_i\) is divided by 1.05, and even fully diffusive transport appears as \(1/1.05=0.952\). The fit must absorb this deficit by moving weight to longer, more suppressed paths, but the data do not fix how far. Monotone curves that match the rescaled noise-free data to \(10^{-6}\) need at least 3.5% of the conductivity above 60 µm (true share 0.5%), yet some have only 0.3% above 100 µm. The smoothed estimate builds a long tail. In the example, the mean recovered share above 100 µm rises from 0.2% to 2.9%, while the true share is about 0.1%. A long-path tail should therefore be checked against the uncertainty of \(\kappa\) before it is given a physical meaning. Further values are in the numerical output.

## Values computed for the example and the checks

```
Boltzmann check: q*mfp, k_eff/k eigenvalue, k_eff/k formula
  0.5  0.93642  0.93623
  1.0  0.82231  0.82190
  3.0  0.59781  0.59727
Damping: log-frequency, quadrature, formula
  1.0  0.647542  0.647542
  2.0  0.226342  0.226342
  4.0  0.014080  0.014080
Noise 1.0%: limit log-frequency 2.250, mfp factor per period 16.32
Noise 0.1%: limit log-frequency 3.576, mfp factor per period 5.79
Grid error in k_eff: 0.0170 W/(m K)
Training: alpha, mean largest error of F
       0.01  0.1322
       0.10  0.0895
       1.00  0.0517
      10.00  0.0302
     100.00  0.0204
    1000.00  0.0343
   10000.00  0.0881
Chosen alpha 100.000, training error 0.0204
Data: L/um, k_eff true, noisy, fitted in W/(m K)
     0.50    6.70    7.56    7.78
     0.86   12.95   14.13   14.58
     1.49   22.03   22.66   23.75
     2.56   32.94   35.41   34.12
     4.42   43.89   44.69   44.24
     7.62   53.50   54.03   53.34
    13.13   61.71   60.88   61.59
    22.64   69.43   68.52   69.61
    39.03   77.28   77.46   77.61
    67.29   84.84   85.84   85.10
   116.01   91.14   92.26   91.22
   200.00   95.49   94.55   95.46
Misfit chi2: this draw 7.96, mean 9.38
Mean largest error of F, test curve: 0.0307
F: mfp/um, true, this draw, mean of draws, scatter
    0.1 0.013 0.016 0.013 0.007
    0.3 0.157 0.195 0.174 0.009
    1.0 0.485 0.475 0.461 0.010
    3.0 0.619 0.615 0.632 0.010
   10.0 0.800 0.808 0.803 0.011
   30.0 0.966 0.964 0.957 0.010
  100.0 0.999 0.998 0.999 0.004
Error at alpha 0.01: constrained 0.125, unconstrained 1.735
Share above 100 um: right bulk 0.0016, bulk 5% high 0.0293
Step: mfp/um, median/um, 10-90% factor, median/um wide window
   0.02  0.0267   3.95  0.0091
   0.30  0.2983   4.36  0.2983
   3.00  3.0000   4.22  3.0000
  30.00 31.0952   5.14 31.0952
Pairs: mfp ratio, chi2 pair vs single, two peaks: pair, single
      3      1.06 0.00 0.00
     10     72.94 0.00 0.00
     30    359.40 1.00 0.00
    100    914.01 1.00 0.00
Largest optimality gap in J over all inversions: 2.1e-10
```
